# Lifetime broadening of hot electrons and the limits of golden-rule rates

**Question.** An electron about 2 eV above the conduction-band edge of silicon scatters at a total rate of \(10^{14}\ \mathrm{s^{-1}}\). How uncertain does this make its energy, how does the uncertainty scale, and can one still use golden-rule rates in which energy is conserved sharply, phonon by phonon?

**Answer.**

### The width of one state

Let \(\Gamma\) be the rate at which the occupation probability of a Bloch state \(k\) falls, counting every process that removes the electron from it. This is not the momentum-relaxation rate, which gives less weight to small-angle scattering. If the probability falls as \(e^{-\Gamma t}\), the amplitude falls at half that rate,

\[
c(t)=e^{-iE_0t/\hbar-\Gamma t/2},\qquad t>0 .
\]

The state \(k\) is then not an energy eigenstate of the coupled system of electron and phonons. Expanding it in the true eigenstates \(n\), with weights \(w_n\), gives \(c(t)=\sum_n w_n e^{-iE_nt/\hbar}\). The energy distribution \(A(E)=\sum_n w_n\delta(E-E_n)\) is therefore the inverse Fourier transform of \(c(t)\). Since \(c(-t)=c^*(t)\), positive times suffice:

\[
A(E)=\frac{1}{\pi\hbar}\,\mathrm{Re}\int_0^\infty e^{iEt/\hbar}c(t)\,dt
=\frac{1}{\pi\hbar}\,\mathrm{Re}\,\frac{1}{\Gamma/2-i(E-E_0)/\hbar}.
\]

Taking the real part and multiplying numerator and denominator by \(\hbar^2\) gives

\[
A(E)=\frac1\pi\,\frac{g}{(E-E_0)^2+g^2},\qquad g=\frac{\hbar\Gamma}{2}.
\]

The distribution falls to half its peak at \(E-E_0=\pm g\), so its full width at half maximum is \(2g=\hbar\Gamma\). For the rate in question,

\[
\hbar\Gamma=(6.582\times10^{-16}\ \mathrm{eV\,s})(10^{14}\ \mathrm{s^{-1}})=65.8\ \mathrm{meV},
\]

with a half width of 33 meV. The width is linear in the rate: a rate ten times smaller gives 6.6 meV.

An optical phonon in silicon has an energy \(\hbar\omega\) of roughly 63 meV, so \(\hbar\Gamma/\hbar\omega=1.04\). In the time domain, the lifetime \(\tau=1/\Gamma\) is 10 fs and the phonon period \(2\pi/\omega\) is 66 fs. The electron stays in its state for less than a sixth of one oscillation of the lattice mode whose frequency it is supposed to register.

The width does not mean that energy is lost or created. The total energy of electron and phonons is conserved; what is spread out is the energy found when the electron is prepared with a definite \(k\).

### When the decay is exponential

The exponential was assumed above. To see what it requires, couple one level at energy zero, with a constant matrix element \(V\), to a flat band of levels \(E_n\) between \(-W\) and \(W\), with density \(\rho\):

\[
i\hbar\dot c=V\sum_n c_n,\qquad i\hbar\dot c_n=E_nc_n+Vc .
\]

The second equation, with \(c_n(0)=0\), has the solution \(c_n(t)=-(iV/\hbar)\int_0^t e^{-iE_n(t-s)/\hbar}c(s)\,ds\). Inserting it in the first and replacing the sum by an integral gives

\[
\dot c(t)=-\frac{1}{\hbar^2}\int_0^tK(t-s)\,c(s)\,ds,\qquad
K(t)=V^2\rho\int_{-W}^{W}e^{-iEt/\hbar}dE=2\hbar V^2\rho\,\frac{\sin(Wt/\hbar)}{t}.
\]

The kernel is a memory of duration about \(\hbar/W\). If \(c\) hardly changes in that time, it can be taken out of the integral. Since \(\int_0^\infty \sin(at)/t\,dt=\pi/2\), what remains is

\[
\dot c=-\frac{\pi V^2\rho}{\hbar}\,c=-\frac{\Gamma}{2}\,c,\qquad \Gamma=\frac{2\pi}{\hbar}V^2\rho ,
\]

which is the golden-rule rate. The condition is \(\hbar/W\ll\tau\), or \(\hbar\Gamma\ll W\). It compares the width with the energy range over which the continuum is smooth. The phonon energy does not appear in it.

In the opposite limit, \(t\ll\hbar/W\), the kernel keeps its initial value \(K(0)=2V^2\rho W=\hbar\Gamma W/\pi\). Integrating twice with \(c\approx1\) gives \(c\approx1-K(0)t^2/2\hbar^2\), hence

\[
P(t)=|c|^2\approx1-\frac{\Gamma W t^2}{\pi\hbar}.
\]

The loss starts quadratically, and no constant rate describes it.

Two numerical diagonalizations show the difference. Both use 1601 equally spaced band levels and a coupling chosen to give the same golden-rule rate, \(10^{14}\ \mathrm{s^{-1}}\); only the band width changes.

- With \(W=2\) eV, the survival probability is 0.371 after one lifetime and 0.049 after three. The exponential gives 0.368 and 0.050. The energy profile has a full width of 67.4 meV on this grid. Part of the excess over \(\hbar\Gamma\) comes from the finite level spacing; as the spacing goes to zero the width tends to \(\hbar\Gamma/(1-\hbar\Gamma/\pi W)=66.5\) meV, about 1% above \(\hbar\Gamma\).
- With \(W=63\) meV, one phonon energy, the survival probability is 0.73 after one lifetime, twice the exponential value. The quadratic formula gives \(1-0.957/\pi=0.70\) there, already close. After three lifetimes the survival is 0.018, below the exponential. The decay is thus not merely slower; it has a different shape.

A width as large as a phonon energy is therefore compatible with a correct golden-rule rate. The rate can fail when the continuum itself has structure on the scale of the width.

### The width of a transition

A golden-rule rate contains a delta function that ties the initial energy to the final one. The final state of a hot electron also decays, and this adds to the blur. Let the initial and final states decay at \(\Gamma_i\) and \(\Gamma_f\), let \(M\) be the matrix element for emitting one phonon, and let \(d=(E_f+\hbar\omega-E_i)/\hbar\) be the energy mismatch expressed as an angular frequency. Neglect the return of the electron to its initial state, and any interference between the two decays. With the factor \(M/i\hbar\) removed, the final amplitude \(b\) obeys

\[
\dot b=e^{-\Gamma_it/2}-\lambda b,\qquad \lambda=\frac{\Gamma_f}{2}+id,\qquad b(0)=0 ,
\]

and the solution is

\[
b(t)=\frac{e^{-\Gamma_it/2}-e^{-\lambda t}}{\lambda-\Gamma_i/2}.
\]

Define \(S=(\Gamma_i+\Gamma_f)/2\) and \(D=(\Gamma_f-\Gamma_i)/2\). The squared modulus of the numerator is \(e^{-\Gamma_it}+e^{-\Gamma_ft}-2\,\mathrm{Re}\,e^{-(S+id)t}\), and that of the denominator is \(D^2+d^2\). Integrating over time,

\[
J(d)=\int_0^\infty|b|^2dt=\frac{1}{D^2+d^2}\left[\frac{2S}{\Gamma_i\Gamma_f}-\frac{2S}{S^2+d^2}\right],
\]

where \(1/\Gamma_i+1/\Gamma_f=2S/\Gamma_i\Gamma_f\) was used. Over a common denominator the bracket is \(2S(S^2+d^2-\Gamma_i\Gamma_f)/[\Gamma_i\Gamma_f(S^2+d^2)]\). Because \(S^2-\Gamma_i\Gamma_f=D^2\), the factor \(D^2+d^2\) cancels:

\[
J(d)=\frac{2S}{\Gamma_i\Gamma_f\,(S^2+d^2)} .
\]

Direct integration of the equation for \(b\), with \(\Gamma_f/\Gamma_i=0.6\) and 1.7 and \(d/\Gamma_i=0\), 0.5 and 1.3, agrees with this to within one part in \(10^4\).

The delta function has become a Lorentzian of half width \(\hbar S\) and full width \(\hbar(\Gamma_i+\Gamma_f)\). With both states decaying at \(10^{14}\ \mathrm{s^{-1}}\), the full width is 132 meV, or two phonon energies.

The total is less affected. The final state empties at rate \(\Gamma_f\), so the probability that the electron passes through it is \(\Gamma_f|M|^2J/\hbar^2\). Summing over a flat density \(\rho_f\) of final states, with \(dE=\hbar\,dd\) and \(\int 2S\,dd/(S^2+d^2)=2\pi\), gives

\[
\frac{|M|^2\rho_f}{\hbar}\,\Gamma_f\,\frac{2\pi}{\Gamma_i\Gamma_f}
=\left(\frac{2\pi}{\hbar}|M|^2\rho_f\right)\frac{1}{\Gamma_i}.
\]

This is the sharp golden-rule rate for the process, multiplied by the initial lifetime. Within this model and for a flat continuum, broadening redistributes the transitions in energy and leaves their total number unchanged.

### Can single phonon steps be seen?

In a sharp-energy picture, an electron that exchanges optical phonons moves on a ladder of energies spaced by \(Q=\hbar\omega\). Give each rung equal weight and a Lorentzian line of full width \(w\). The Fourier transform of a normalized Lorentzian of half width \(w/2\) is \(e^{-w|\kappa|/2}\), where \(\kappa\) is conjugate to energy. A sum of lines with period \(Q\) contains the values \(\kappa=2\pi m/Q\), so with \(q=e^{-\pi w/Q}\) and \(\theta=2\pi E/Q\),

\[
L(E)=\frac1Q\Big[1+2\sum_{m\ge1}q^m\cos m\theta\Big]=\frac1Q\,\frac{1-q^2}{1-2q\cos\theta+q^2},
\]

by summing the geometric series in \(qe^{i\theta}\). The maximum, at \(\theta=0\), is \((1+q)/(1-q)\) in units of \(1/Q\). The minimum, at \(\theta=\pi\), is the inverse of this. The visibility is

\[
\mathcal V=\frac{L_{\max}-L_{\min}}{L_{\max}+L_{\min}}
=\frac{(1+q)^2-(1-q)^2}{(1+q)^2+(1-q)^2}=\frac{2q}{1+q^2}
=\frac{1}{\cosh(\pi w/\hbar\omega)} .
\]

For narrow lines \(\mathcal V\) tends to 1. For broad ones it falls as \(2e^{-\pi w/\hbar\omega}\), so the loss of resolution is exponential in the scattering rate. With the width of one state, 65.8 meV, the visibility is 7.5%. With the transition width, 132 meV, it is 0.3%, and the ladder has effectively vanished.

Half visibility requires \(\cosh(\pi w/\hbar\omega)=2\), which gives \(w=26\) meV. Since \(w=2\hbar\Gamma\) when both states decay equally, the corresponding rate is

\[
\Gamma=\frac{26.4\ \mathrm{meV}}{2\hbar}\approx2\times10^{13}\ \mathrm{s^{-1}}.
\]

For equal rungs, equal decay rates and a 63 meV phonon, this marks where the contrast of single-phonon steps has fallen to one half. The rate in question is five times larger.

### How much does the rate itself change?

If the density of final states \(\mathcal D(E)\) is not flat, the broadened rate samples its average over a Lorentzian of half width \(G=\hbar S\), here 65.8 meV. The matrix element is held constant. Rate here means the transition probability divided by the mean lifetime of the initial state, with both states still assumed to decay exponentially. A structured continuum makes the decay itself somewhat non-exponential, so the average is an estimate of this mean rate and not of the decay rate at each instant. For the ripple below, the decay rate at late times equals the sharp rate when the local sharp rate equals \(\Gamma_f\); the shift appears only in the mean lifetime. Two shapes serve as examples.

**An onset.** Let a new set of final states, such as a higher valley, open as \(\mathcal D\propto\sqrt x\) for \(x>0\) and vanish for \(x<0\), where \(x\) is the final energy measured from the onset. The function \(\mathrm{Re}\sqrt z\) is harmonic in the upper half plane, takes these values on the real axis, and grows more slowly than \(|z|\). Poisson's formula, whose kernel is the same Lorentzian, then gives the average as its value at height \(G\):

\[
\overline{\sqrt x}=\mathrm{Re}\sqrt{x+iG}.
\]

Far above the onset, \((1+u)^{1/2}\approx1+u/2-u^2/8\) with \(u=iG/x\) has the real part \(1+G^2/8x^2\). If the onset is the band edge, an electron at 2 eV that emits one phonon arrives at \(x=1.94\) eV, and the correction is \(1.4\times10^{-4}\) of the rate. This small value requires the square root to continue without limit in energy, which no real band does. If the same density is cut off at 4 to 10 eV, the change is of first order in \(G\), between about \(-2\%\) and \(-1\%\). One phonon energy above an onset the broadened value is 1.11 times the sharp one, and at 10 meV it is 1.96 times. At the onset the sharp value is zero and the broadened one is \(\sqrt{G/2}\), which the sharp formula reaches only at \(x=33\) meV.

Well below the onset, writing \(x+iG=-|x|(1-iG/|x|)\) gives an average of \(G/(2\sqrt{|x|})\). This slow tail should not be trusted. A Lorentzian has an infinite energy variance, whereas the quadratic start of \(P(t)\) found above corresponds to a finite one. The true wings must eventually fall faster. In particular, the tail is no basis for estimating how many electrons pass an energy barrier, such as that between silicon and its oxide.

**A ripple.** Let \(\mathcal D=\mathcal D_0[1+a\cos(2\pi E/p)]\). The Fourier transform used for the ladder shows that averaging reduces the amplitude from \(a\) to

\[
a\,e^{-2\pi G/p}.
\]

For \(G\ll p\) the relative loss of amplitude is \(2\pi G/p\), which is of first order in the width. The tiny second-order correction of the square root therefore cannot be carried over to a band with peaks and valleys. Taking \(a=30\%\) and \(p=1\) eV as round values, a fraction 0.66 of the ripple survives. In this estimate the mean rate changes by

\[
\frac{1+0.3(0.661)}{1+0.3}-1=-7.8\%
\]

at a crest, and by \(+14.5\%\) at a trough, each relative to the sharp rate at the same energy.

### Silicon devices

The inputs are rough. A total rate near \(10^{14}\ \mathrm{s^{-1}}\) is a reasonable magnitude for electrons a few eV up in the silicon conduction band; near the band edge the rate is much lower, and so is the broadening. The estimate also assumes a weak field, which a real device need not have. Take 0.3 MV/cm, a high field of the kind found near a drain, and an instantaneous velocity of \(5\times10^7\) cm/s along the field. This is well above the mean drift velocity, though the full speed of an electron at 2 eV can be about twice as large. While a collision is in progress, the field changes the energy mismatch at the rate \(eF\Delta v\), where \(\Delta v\) is the difference between initial and final velocities along the field. The accumulated phase is \(eF\Delta v\,t^2/2\hbar\), and it reaches one radian at

\[
t_F=\sqrt{\frac{2\hbar}{eF\Delta v}},\qquad \frac{\hbar}{t_F}=\sqrt{\frac{\hbar eF\Delta v}{2}} .
\]

With \(\Delta v\) equal to this velocity, \(t_F=9.4\) fs and \(\hbar/t_F=70\) meV. The field thus blurs the energy balance about as much as the lifetime does, and 66 meV should not be read as the whole uncertainty. An electron moving along the electric force also gains \(eFv\tau=150\) meV in one mean lifetime, but that is ordinary acceleration and not broadening.

Three other corrections are smaller. If the whole rate came from optical phonons and the quoted value held at 300 K, the factor \(2n+1\) for emission plus absorption, with equal final densities, would raise it by 16% at 400 K and the width to about 76 meV. A spread of 10 meV among optical-phonon energies is 8% of the transition width. Impact ionization at an assumed \(10^{12}\ \mathrm{s^{-1}}\) contributes 0.7 meV.

### What the estimate permits

At \(10^{14}\ \mathrm{s^{-1}}\), a transport calculation with sharp energies can still give a usable total scattering rate where the final-state density varies over an energy range much larger than \(G\). For the ripple assumed here, broadening changes the sharp rate by at most about 15%. The same calculation should not be trusted for features that depend on counting single phonons, or for rates within about 50 meV of a square-root onset, where broadening changes them by more than 15%. There the width has to enter the calculation, together with a decay rate that depends on energy and, at high field, the action of the field during the collision. The numerical output lists the values used.

## Calculated quantities

```
input scattering rate: 1.0e+14 1/s
input optical-phonon energy: 63 meV
input electron energy above band edge: 2 eV
input field: 0.3 MV/cm
input electron speed: 5.0e+07 cm/s
hbar: 6.58212e-16 eV s
lifetime: 10 fs
full width hbar*Gamma: 65.82 meV
half width hbar*Gamma/2: 32.91 meV
full width / phonon energy: 1.045
omega*tau: 0.957
phonon period: 65.6 fs
phonon period / lifetime: 6.56
half width of wide test band: 2 eV
full width from diagonalization: 67.4 meV
joint full width, both states decaying: 131.6 meV
ladder visibility, width of one state: 0.07498
ladder visibility, joint width: 0.002819
joint full width at half visibility: 26.4 meV
rate per state at half visibility: 2.01e+13 1/s
survival after 1 lifetimes, exponential: 0.3679
survival after 1 lifetimes, wide band: 0.3714
survival after 1 lifetimes, one-phonon band: 0.7313
survival after 3 lifetimes, exponential: 0.0498
survival after 3 lifetimes, wide band: 0.0493
survival after 3 lifetimes, one-phonon band: 0.0181
blurred/sharp root 10 meV above onset: 1.957
blurred/sharp root one phonon above onset: 1.106
final energy after one emission: 1.937 eV
relative change of root there: 1.44e-04
input ripple amplitude: 30 %
input ripple period: 1 eV
fraction of ripple left: 0.661
rate change at ripple crest: -7.8 %
rate change at ripple trough: 14.5 %
field phase time: 9.4 fs
field energy scale: 70.3 meV
energy gained from field in one lifetime: 150 meV
phonon number at 300 K: 0.096
phonon number at 400 K: 0.192
phonon-limited rate, 400 K / 300 K: 1.161
input optical-phonon spread: 10 meV
phonon spread / joint full width: 0.076
input impact-ionization rate allowance: 1.0e+12 1/s
its share of the width: 0.66 meV
```
